# Creep-relaxed growth stress in a parabolically thickening oxide scale

## Result

An oxide scale of thickness $h$ grows at constant temperature on a thick metal that does not strain. Its lateral growth strain increases in proportion to its thickness, with a constant $g$ (strain per thickness). Creep relaxes the resulting compressive stress $s$ at the in-plane rate $Bs^n$, with constant $B$ and $n\ge 1$. If the scale thickens parabolically from zero, $h^2=kt$, then $s$ rises from zero to a single maximum, falls at all later times, and approaches

$$
s_q=\left(\frac{gk}{2Bh}\right)^{1/n}\propto h^{-1/n}\propto t^{-1/(2n)} .
$$

The fall therefore begins after a loading transient. It also needs a creep coefficient that does not decrease too fast: grain growth in the oxide can turn the fall into a rise. The stress meant here is the one at the growth temperature, before any cooling.

## Elasticity and creep of a scale

Take $x,y$ in the plane of the scale and $z$ normal to it. The free surface makes $\sigma_z=0$, and in-plane isotropy gives $\sigma_x=\sigma_y=-s$, with $s>0$ in compression. Hooke's law gives

$$
\epsilon_x=\frac{\sigma_x-\nu\sigma_y}{E}=-\frac{(1-\nu)s}{E}=-\frac{s}{M},\qquad M=\frac{E}{1-\nu}.
$$

The elastic energy per volume is $\tfrac12(\sigma_x\epsilon_x+\sigma_y\epsilon_y)=s^2/M$.

Let a uniaxial creep test give $\dot\epsilon=A\sigma^n$. The von Mises flow rule carries this law over to other stress states:

$$
\dot\epsilon_i=\tfrac32A\,\sigma_e^{\,n-1}\sigma_i',
$$

where $\sigma_i'$ is the principal stress minus the mean stress and $\sigma_e$ is the equivalent stress. Here the mean stress is $-2s/3$, so $\sigma_x'=-s/3$ and $\sigma_z'=2s/3$, while $\sigma_e=s$. Hence

$$
\dot\epsilon_x=-\tfrac12As^n,\qquad \dot\epsilon_z=+As^n .
$$

The in-plane coefficient is $B=A/2$. The scale thickens by creep at twice the rate at which it contracts in each in-plane direction, which conserves volume.

## The stress equation

Some new oxide forms inside the scale, for instance where inward and outward diffusing species meet on grain boundaries, and pushes the grains apart sideways. The model represents this by a lateral growth strain $gh$, uniform through the thickness. At first the stress is also taken as uniform, so that oxide added at a surface joins at the prevailing stress; this is relaxed later.

Let $e_c$ be the accumulated in-plane creep contraction. The rigid metal allows no total in-plane strain:

$$
-\frac{s}{M}+gh-e_c=0,\qquad \dot e_c=Bs^n .
$$

Solving for $s$ and differentiating gives

$$
\dot s=M\left(g\dot h-Bs^n\right).
$$

Growth loads the scale and creep unloads it. When the two rates balance, $Bs_q^n=g\dot h$. Differentiating $h^2=kt$ gives $2h\dot h=k$, so $\dot h=k/(2h)$, and the stated $s_q$ follows. Since $h\propto t^{1/2}$, the time exponent is $-1/(2n)$.

**Linear thickening as a contrast.** If $\dot h=v$ is constant, then $\dot s=M(gv-Bs^n)$. The stress rises towards $(gv/B)^{1/n}$ and stays there, although the scale keeps thickening. With $g$ and $B$ fixed, the later fall under parabolic growth thus comes from the slowing of growth and not from thickness as such.

## Why there is one maximum

Written out for parabolic growth, the stress equation is

$$
\frac{ds}{dt}=\frac{Mg}{2}\sqrt{\frac{k}{t}}-MBs^n .
$$

Set $t=t_*u^2$ and $s=s_*y$. Then $dt=2t_*u\,du$, and multiplying the equation by $2t_*u/s_*$ gives

$$
\frac{dy}{du}=\frac{Mg\sqrt{kt_*}}{s_*}-2u\left(MBs_*^{n-1}t_*\right)y^n .
$$

Choose the two scales so that both groups equal one:

$$
s_*=Mg\sqrt{kt_*},\qquad t_*=\left[M^nB(g\sqrt k)^{n-1}\right]^{-2/(n+1)} .
$$

The second follows by inserting the first into $MBs_*^{n-1}t_*=1$. What remains depends on $n$ alone:

$$
\frac{dy}{du}=1-2uy^n,\qquad y(0)=0,\qquad y_q=(2u)^{-1/n}.
$$

The quasi-steady curve $y_q$ is where the right-hand side vanishes. Below it $y$ rises; above it $y$ falls.

1. The solution starts below $y_q$, which is infinite at $u=0$.
2. It must reach $y_q$. Otherwise $y$ would rise for ever and stay above some positive value, while $y_q$ tends to zero, which is a contradiction.
3. At a meeting point $dy/du=0$ and $dy_q/du<0$, so $y-y_q$ is increasing. The solution can cross from below to above but never back.

There is thus one crossing. It is the maximum, it lies on the quasi-steady curve, and the stress falls ever after.

Two limits show the content of the equation. For $u\ll1$ creep is negligible and $y\approx u$, that is $s\approx Mgh$: the early stress rises as $\sqrt t$. For $n=1$ the equation is linear, and multiplying by $e^{u^2}$ gives $d(e^{u^2}y)/du=e^{u^2}$, so

$$
y=e^{-u^2}\int_0^u e^{v^2}dv ,
$$

which is Dawson's function. It rises as $u$, passes one maximum, and decays as $1/(2u)$, as $y_q$ requires.

## Approach to the quasi-steady stress

Write $y=r\,y_q$. Since $dy_q/du=-y_q/(nu)$ and $2uy_q^n=1$,

$$
\frac{dr}{du}=\frac{1-r^n}{y_q}+\frac{r}{nu}.
$$

After the maximum $r>1$. The right-hand side is negative whenever $(r^n-1)/r>y_q/(nu)$. The left side of this inequality increases with $r$, and the right side tends to zero, so $r$ is driven towards 1 from any larger value.

Near that limit put $r=1+\varepsilon$, so that $1-r^n\approx-n\varepsilon$. The derivative $d\varepsilon/du$ is of order $\varepsilon/u$, smaller than $n\varepsilon/y_q$ by a factor of order $y_q/u$, and may be dropped. To leading order

$$
\varepsilon=\frac{s}{s_q}-1\approx\frac{y_q}{n^2u}=\frac{1}{2n^2MBs_q^{n-1}t}.
$$

The last form uses $MBs_q^{n-1}t=y_q^{n-1}u^2=u/(2y_q)$.

This lag is a ratio of two times. A small deviation from $s_q$ relaxes in the time $\tau=1/(nMBs_q^{n-1})$, whereas $s_q$ itself changes on the time $s_q/|\dot s_q|=2nt$. Their ratio is $\varepsilon$. Although $\tau$ lengthens as the stress drops (for $n>1$), $t$ grows faster, and $\varepsilon\propto t^{-(n+1)/(2n)}$. The quasi-steady description improves with time.

## New oxide that is born free of stress

Oxide added at a surface may instead start with no stress. Each layer then obeys the same local equation from its own birth, and the thickness average of the stress is lowered by the young layers.

Late in growth, $u$ hardly changes while a new layer catches up. With $y=xy_q$, its loading obeys $y_q\,dx/du=1-x^n$. Because $h\propto u$, equal intervals of birth $u$ hold equal thicknesses. The relative deficit of the average is then

$$
\frac1u\int(1-x)\,du=\frac{y_q}{u}\,C_n,\qquad C_n=\int_0^1\frac{1-x}{1-x^n}\,dx .
$$

The old layers exceed $y_q$ by the lag found above, so the average is

$$
\bar y\approx y_q\left[1+\left(\frac1{n^2}-C_n\right)\frac{y_q}{u}\right].
$$

The leading law survives. For $n=2$, $C_2=\int_0^1dx/(1+x)=\ln2$, and the bracket contains $1/4-0.693=-0.443$: the average now approaches $s_q$ from below.

For $n=1$, $C_1=1$ and the correction cancels. The membrane force $F=h\bar s$ then obeys $\dot F=Mgh\dot h-MBF$, because new layers add no force. Since $h\dot h=k/2$ is constant,

$$
F=\frac{gk}{2B}\left(1-e^{-MBt}\right).
$$

The force saturates while the average stress falls as $1/h$.

## Grain growth can reverse the fall

Creep by diffusion or by grain-boundary sliding slows as grains coarsen. Let the grain size grow as $t^a$ and let $B$ vary as (grain size)$^{-p}$, so that $B\propto t^{-pa}$. With $g$ and $k$ held fixed,

$$
s_q^n=\frac{gk}{2Bh}\propto t^{\,pa-1/2},\qquad s_q\propto t^{(pa-1/2)/n}.
$$

The late stress falls if $pa<1/2$ and rises if $pa>1/2$. It follows $s_q$ only while $pa<(n+1)/2$; with faster coarsening creep fades, and the stress rises as $Mgh\propto\sqrt t$ instead. For $p=3$ the critical exponent is $a=1/6$, so even slow coarsening matters.

## A metal of finite thickness

Let a metal sheet of thickness $H$ oxidize on both faces. Force balance puts it under the tension $\sigma_m=2sh/H$. If $M_m$ is its biaxial modulus and $e_m$ its in-plane creep strain, equal strain in oxide and metal requires

$$
gh-e_c-\frac sM=\frac{\sigma_m}{M_m}+e_m,\qquad \dot e_m=\tfrac12A_m\sigma_m^{n_m}.
$$

Metal creep accommodates part of the growth strain and lowers $s$. In the rigid-metal solution $sh\propto t^{1/2-1/(2n)}$, so for $n>1$ the metal tension rises while the growth strain rate falls. A thick metal thus stays effectively rigid for a long time, but not indefinitely.

## Worked example

The round inputs are $E=330$ GPa, $\nu=0.25$, $g=10^{-3}$ µm$^{-1}$, $k=0.1$ µm²/h, $n=2$ and $A=4\times10^{-9}$ h$^{-1}$MPa$^{-2}$. They give $M=330/0.75=440$ GPa and $B=2\times10^{-9}$ h$^{-1}$MPa$^{-2}$.

**The maximum.** The scales are $t_*=4.06$ h and $s_*=280$ MPa. For $n=2$ the scaled maximum lies at $u=1.069$, $y=0.684$. Hence it occurs at $1.069^2\times4.06=4.64$ h, with a height of $0.684\times280\approx192$ MPa.

**One late time by hand.** At 100 h, $h=\sqrt{0.1\times100}=3.16$ µm. The growth strain rate is $gk/(2h)=10^{-4}/6.32=1.58\times10^{-5}$ h$^{-1}$, so

$$
s_q=\sqrt{\frac{1.58\times10^{-5}}{2\times10^{-9}}}\approx88.9\ \text{MPa}.
$$

Integrating the full stress equation gives:

| $t$ (h) | $h$ (µm) | $s$ (MPa) | $s_q$ (MPa) |
|---|---|---|---|
| 1 | 0.316 | 131 | 281 |
| 10 | 1.00 | 173 | 158 |
| 100 | 3.16 | 90.4 | 88.9 |
| 1000 | 10.0 | 50.1 | 50.0 |

At 1 h the scale is still loading. The elastic estimate $Mgh=139$ MPa is close to the actual 131 MPa, while $s_q$ is more than twice the actual stress; the lag formula does not apply before the maximum. At 10 h the stress exceeds $s_q$ by 9.2 %, against 9.0 % from the lag formula. At 100 h the figures are 1.7 % and 1.6 %.

From 100 to 1000 h the stress falls by the factor 0.555, slightly more than the power law's $10^{-1/4}=0.562$, because the lag also shrinks. If the scale had instead thickened steadily at its 100 h speed of 0.0158 µm/h, with $g$ and $B$ unchanged, the stress at 1000 h would be 88.9 MPa.

**Neglected effects.** Their sizes for these inputs are as follows.

- *Stress-free new layers.* The average stress becomes 125, 86.3 and 49.7 MPa at 10, 100 and 1000 h. The change is large near the maximum and below 1 % at 1000 h.
- *Grain growth.* Take $p=3$ and keep the same $B$ at 100 h. For $a=0.1$ the stress goes from 89.5 MPa at 100 h to 70.7 MPa at 1000 h. For $a=0.2$ it rises from 88.6 to 99.7 MPa.
- *Finite metal.* Take $M_m=140$ GPa, $n_m=4$ and $A_m=2\times10^{-6}$ h$^{-1}$MPa$^{-4}$. At 1000 h a 3 mm sheet lowers $s$ by 0.13 % relative to a rigid metal, and a 1 mm sheet by 7.6 %. In the thinner sheet the tension is 0.93 MPa, and the metal creeps at $10^{-6}\times0.93^4\approx7\times10^{-7}$ h$^{-1}$, about 15 % of the growth strain rate. As $s$ varies as the square root of the remaining rate, this accounts for the reduction.
- *Thickening by creep.* Since $e_c<gh$, the through-thickness creep strain is below $2gh$, which is 2 % at 1000 h.

## The real case

The thickening constant $k$ lies in the rough regime of a slow-growing alumina scale on a heat-resistant alloy near 1100 °C, where a thickness of a few micrometres after 100 h is typical. The values of $g$ and $B$, and the metal creep constants $A_m$ and $n_m$ that decide how thick a sheet must be to count as rigid, are illustrative and do not describe a particular alloy, so the stresses in the example are not predictions. $B$ is especially uncertain: with $p=3$, a tenfold difference in grain size alone changes it a thousandfold. The two constants enter as $(g/B)^{1/n}$: with $n=2$, a tenfold error in their ratio changes the late stress by a factor of about 3. Constant grain size is also open to doubt, since oxide grains can coarsen during growth. In this model, $a=0.2$ doubles the stress at 1000 h, from 50 to 100 MPa. That figure holds $k$ and $g$ fixed. Where the oxide grows by diffusion along its grain boundaries, coarsening also lowers $k$, which slows the loading and weakens or removes the rise. If $2h\dot h\propto t^{-a}$, then $\dot h\propto t^{-(1+a)/2}$ and the critical exponent becomes $a=1/(2p-1)$, which is $0.2$ for $p=3$. If the lateral growth arises on grain boundaries, $g$ may fall with coarsening as well; with $g\propto t^{-a}$ in the loading rate $g\dot h$, the critical exponent is $1/(2p-3)=1/3$. Since fast enough coarsening can still offset the fall, a measured stress that fails to fall is not by itself evidence against creep relaxation. Nor does a measured fall show that this mechanism is at work: on thin sheet or foil, creep of the metal can lower the stress as much or more, and the rigid-metal result does not apply there.

## Growth stress and cooling

The elastic energy per area of the scale is $hs^2/M$. In the quasi-steady state it varies as $h^{1-2/n}$: it falls with thickness for $n<2$, is constant for $n=2$, and rises for $n>2$. A falling stress thus need not mean a falling stored energy. In the example it is 0.057 J/m² at 1000 h.

Cooling adds a separate stress. The metal contracts more than the oxide and compresses it. For a rough expansion mismatch $\Delta\alpha=5\times10^{-6}$ K$^{-1}$, cooling from 1100 to 25 °C without relaxation, on a thick metal, gives

$$
M\,\Delta\alpha\,\Delta T=440\,000\times5\times10^{-6}\times1075\approx2400\ \text{MPa}.
$$

For the 10 µm scale this stress alone stores about 130 J/m², some 2000 times the energy that the growth stress stored before cooling. The two stresses add, however, and the energy is quadratic in their sum, so a remaining growth stress of 50 MPa raises the stored energy by about 5 J/m², or 4 %. Yielding of the metal or cracking of the oxide would reduce the cooling stress. Without such relief the cooling stress does not depend on $h$, and its energy per area grows in proportion to $h$. A low growth stress after long exposure is therefore no assurance that the scale will survive cooling.

## Table of computed values

```
Oxide: E = 330 GPa, nu = 0.25, M = 440 GPa
Growth strain per thickness g = 1.0e-03 1/um
Parabolic constant k = 0.1 um^2/h
Creep: n = 2, A = 4.0e-09, B = 2.0e-09 1/(h MPa^2)
Scales: t_star = 4.06 h, s_star = 280.2 MPa
Scaled maximum: u = 1.0693, y = 0.6838
Maximum: t = 4.64 h, s = 191.6 MPa
t = 1 h: h = 0.316 um, growth strain rate = 1.581e-04 1/h
  s = 131.18 MPa, quasi-steady = 281.17 MPa
  s/s_q - 1 = -53.35 %, lag formula = 50.52 %
  mean with stress-free new layers = 67.40 MPa
t = 10 h: h = 1.000 um, growth strain rate = 5.000e-05 1/h
  s = 172.66 MPa, quasi-steady = 158.11 MPa
  s/s_q - 1 = 9.20 %, lag formula = 8.98 %
  mean with stress-free new layers = 125.20 MPa
t = 100 h: h = 3.162 um, growth strain rate = 1.581e-05 1/h
  s = 90.42 MPa, quasi-steady = 88.91 MPa
  s/s_q - 1 = 1.70 %, lag formula = 1.60 %
  mean with stress-free new layers = 86.30 MPa
t = 1000 h: h = 10.000 um, growth strain rate = 5.000e-06 1/h
  s = 50.14 MPa, quasi-steady = 50.00 MPa
  s/s_q - 1 = 0.29 %, lag formula = 0.28 %
  mean with stress-free new layers = 49.75 MPa
s(1000 h)/s(100 h) = 0.5545, power law = 0.5623
Constant-speed growth: speed = 0.01581 um/h, s(1000 h) = 88.91 MPa
Grain exponent p = 3, critical a = 0.1667
  a = 0.1: s(100 h) = 89.51 MPa, s(1000 h) = 70.74 MPa
  a = 0.2: s(100 h) = 88.62 MPa, s(1000 h) = 99.65 MPa
Metal: M = 140 GPa, n = 4, A = 2.0e-06 1/(h MPa^4)
  sheet 3 mm: s(100 h) = 90.41 MPa, s(1000 h) = 50.08 MPa
    metal tension at 1000 h = 0.334 MPa, change of s = -0.13 %
  sheet 1 mm: s(100 h) = 90.12 MPa, s(1000 h) = 46.35 MPa
    metal tension at 1000 h = 0.927 MPa, change of s = -7.56 %
Creep thickening at 1000 h, at most 2.00 % of h
Growth-stress energy at 1000 h = 0.0571 J/m^2
Cooling 1100 to 25 C, expansion mismatch 5.0e-06 1/K
  elastic cooling stress = 2365 MPa
  energy of cooling stress alone, 1000 h scale = 127.1 J/m^2
```
